# Pole Representation of χ0 by Pivoted QR for the Second-Order Ring Term

In an open chain of 24 sites at inverse temperature $\beta=40/t$, a direct Matsubara sum for the second-order ring term needs 805 non-negative frequencies before its relative error falls below $10^{-6}$. The same number, $-0.04956\,t$, follows from $\chi_0$ at 18 imaginary times, with a relative difference of $4\times10^{-12}$ from a tail-corrected frequency sum. About $3\times10^{-12}$ of this is the error left in that sum, and the figure depends on the candidate grid described below: with 20 instead of 16 Gauss points per panel, 17 times are selected and the error is $4\times10^{-11}$. The last of the 805 frequencies is $2\pi\cdot804/40\approx126\,t$, although no two levels of the chain differ by more than $3.97\,t$. Why does the direct sum run so far beyond every energy in the problem, and what replaces it?

## The quantity and its slow sum

The chain has hopping $t$, chemical potential $\mu=0$ (half filling) and interaction $v_{ij}=0.5\,t/\sqrt{1+(i-j)^2}$. Its levels $\varepsilon_p$, measured from $\mu$, are those of the bare chain, without a mean-field shift, and its orbitals $\phi_p$ are real. With $\nu_m=2\pi m/\beta$ and

$$\chi_0(i\nu_m)=\int_0^\beta d\tau\,e^{i\nu_m\tau}\chi_0(\tau),$$

the ring part of the grand potential is

$$\Omega_{\rm ring}=\frac1{2\beta}\sum_m{\rm Tr}\left[\ln(1-v\chi_0)+v\chi_0\right].$$

Since $\ln(1-X)=-X-X^2/2-\dots$, the linear term cancels and the quadratic one gives

$$\Omega_2=-\frac1{4\beta}\sum_m{\rm Tr}\left[v\chi_0(i\nu_m)\,v\chi_0(i\nu_m)\right].$$

This is the direct term only; second-order exchange is not contained in it.

At large $\nu$, $\chi_0$ falls as $1/\nu^2$, as its pole form below shows. The summand therefore falls as $m^{-4}$, and the part omitted beyond $m=M$ as $\sum_{m>M}m^{-4}\approx 1/(3M^3)$. One more decimal digit costs a factor $10^{1/3}\approx2.15$ in frequencies. Extrapolated with this law, an error of $4\times10^{-12}$ would need about $805\,(10^{-6}/4\times10^{-12})^{1/3}\approx5\times10^4$ of them. These counts refer to the bare sum. Adding an $m^{-4}$ tail scaled to the last computed term leaves an error of order $M^{-5}$; then 161 frequencies reach $10^{-6}$ and 2001 reach $3\times10^{-12}$. Cooling makes matters worse in either form: a fixed cutoff $\nu_c$ contains $\beta\nu_c/2\pi$ frequencies.

The tail carries no new information, because its shape is fixed by the transitions of the system. A sum that knows the poles of $\chi_0$ can include the tail in closed form.

## What $\chi_0$ is made of

For $0<\tau<\beta$ the Green's functions are

$$G_{ij}(\tau)=-\sum_q\phi_{iq}\phi_{jq}(1-f_q)e^{-\varepsilon_q\tau},\qquad G_{ij}(-\tau)=\sum_p\phi_{ip}\phi_{jp}f_pe^{\varepsilon_p\tau},$$

with $f_p=1/(e^{\beta\varepsilon_p}+1)$. The spin-summed response is $\chi_{0,ij}(\tau)=2G_{ij}(\tau)G_{ji}(-\tau)$. Let $M_{pq}$ be the vector with site components $\phi_{ip}\phi_{iq}$. Then

$$\chi_0(\tau)=-2\sum_{pq}f_p(1-f_q)\,e^{-(\varepsilon_q-\varepsilon_p)\tau}M_{pq}M_{pq}^T.$$

Put $x=\tau/\beta$ and $y=\beta(\varepsilon_q-\varepsilon_p)$. From $f_pe^{\beta\varepsilon_p}=1-f_p$ and $(1-f_q)e^{-\beta\varepsilon_q}=f_q$ we have $f_p(1-f_q)e^{-y}=f_q(1-f_p)$. The symmetric weight

$$w_{pq}=f_p(1-f_q)+f_q(1-f_p)$$

is therefore $f_p(1-f_q)(1+e^{-y})$, and

$$f_p(1-f_q)e^{-xy}=w_{pq}\frac{e^{-xy}}{1+e^{-y}}.$$

Exchanging $p$ and $q$ leaves $w_{pq}$ and $M_{pq}$ unchanged and reverses $y$, which turns the last fraction into $e^{xy}/(1+e^{y})=e^{-(1-x)y}/(1+e^{-y})$. Replacing each term of the double sum by the average over the two orders gives a factor ½ that cancels the spin factor 2:

$$\chi_0(\tau)=-\sum_{pq}w_{pq}M_{pq}M_{pq}^T\,k(x,|y_{pq}|),$$

$$k(x,y)=\frac{e^{-xy}+e^{-(1-x)y}}{1+e^{-y}}=\frac{\cosh[y(\tfrac12-x)]}{\cosh(y/2)}.$$

The weight $w_{pq}$ is the probability that exactly one of two independent events with probabilities $f_p$ and $f_q$ occurs, so it lies between 0 and 1. The second form of $k$ shows that $0<k\le1$ and $k(1-x,y)=k(x,y)$. Real orbitals matter here: if they cannot be chosen real, as can happen in a magnetic field, the two orders of a pair carry different matrices, the averaging fails, and poles of both signs are needed in general.

To transform $k$, use $e^{2\pi im}=1$:

$$\int_0^1e^{2\pi imx}e^{-xy}dx=\frac{1-e^{-y}}{y-2\pi im}.$$

The mirrored exponential gives the same with $m\to-m$. Adding both and dividing by $1+e^{-y}$,

$$\hat k_m(y)=\frac{2y\tanh(y/2)}{y^2+(2\pi m)^2}.$$

This is the $1/\nu^2$ decay used above. For $y\to0$ the value is 1 at $m=0$ and 0 otherwise: a constant in time lives at zero frequency.

## The static terms

The pairs $p=q$ have $y=0$ and $w_{pp}=2f_p(1-f_p)$. They contribute $-2\beta f_p(1-f_p)M_{pp}M_{pp}^T$ to $\chi_0$ at $\nu=0$ and nothing elsewhere. A formula written with $(f_p-f_q)/(i\nu_m+\varepsilon_p-\varepsilon_q)$ shows them only as a limit, $2\,df/d\varepsilon=-2\beta f(1-f)$, and a code that skips $p=q$ loses them.

In the chain the gap is $0.251\,t$ and the lowest level above $\mu$ has occupation 0.0065. The static terms then change $\Omega_2$ by $-0.00011\,t$, or 0.2 % of its value. That is small, yet far above the accuracy sought.

They are not small when a level sits at $\mu$. Then $f(1-f)=1/4$, and this level alone gives $-v\chi_0(0)=(\beta/2)\,vMM^T$, whose one nonzero eigenvalue is $\lambda=\beta u/2$ with $u=M^TvM$. Its second-order term is

$$-\frac{\lambda^2}{4\beta}=-\frac{\beta u^2}{16},$$

which diverges on cooling. The unexpanded logarithm gives $[\ln(1+\lambda)-\lambda]/2\beta\to-u/4$, which is finite. In that case it is the expansion in $v$ that fails, and no frequency grid can repair it.

## The sum over two poles

Suppose $\chi_0(\tau)=\sum_kC_k\,k(x,y_k)$ with matrices $C_k$. By Parseval's relation for functions on $[0,\beta]$,

$$\frac1\beta\sum_m\hat g(i\nu_m)\hat h(i\nu_m)=\int_0^\beta g(\tau)h(\beta-\tau)\,d\tau.$$

The mirror symmetry of $k$ removes the reflection, and $d\tau=\beta\,dx$, so

$$\Omega_2=-\frac\beta4\sum_{kl}{\rm Tr}[vC_kvC_l]\;s(y_k,y_l),\qquad s(y,y')=\int_0^1k(x,y)k(x,y')\,dx.$$

Of the four products of exponentials, the two with like arguments are equal by $x\to1-x$, and so are the two mixed ones. The numerator of $s$ is

$$2\int_0^1e^{-x(y+y')}dx+2\int_0^1e^{-xy-(1-x)y'}dx=\frac{2(1-e^{-y-y'})}{y+y'}+\frac{2(e^{-y'}-e^{-y})}{y-y'}.$$

The denominator is $D=(1+e^{-y})(1+e^{-y'})$. Write $T=\tanh(y/2)=(1-e^{-y})/(1+e^{-y})$ and $T'$ likewise. Over the common denominator,

$$T+T'=\frac{2(1-e^{-y-y'})}{D},\qquad T-T'=\frac{2(e^{-y'}-e^{-y})}{D}.$$

Hence

$$s=\frac{T+T'}{y+y'}+\frac{T-T'}{y-y'}=\frac{2(yT-y'T')}{y^2-y'^2},$$

because in $(T+T')(y-y')+(T-T')(y+y')$ the terms $Ty'$ and $T'y$ cancel. For $y'\to y$ the quotient becomes the derivative of $2yT$ divided by that of $y^2$:

$$s(y,y)=\frac{\tanh(y/2)}y+\frac12\,{\rm sech}^2(y/2),\qquad s(0,0)=\tfrac12+\tfrac12=1.$$

The infinite sum, tail and static part included, is now a table of numbers. The formula was tested against long explicit sums for five pairs of arguments, including zero and equal ones.

## Why not use the true transitions?

The exact transitions could serve as poles. For 24 levels there are $24\cdot25/2=300$ unordered pairs. Pairs of equal energy share a pole: all 24 pairs $p=q$ have $y=0$, and the levels of this chain lie symmetrically about $\mu$, so that most other pairs coincide in twos. This leaves 145 poles, hence $145^2=21\,025$ terms, and the count grows as the fourth power of the system size. One would also give up the main convenience of imaginary time, where $\chi_0$ is an elementwise product of two Green's functions and no list of transitions is needed.

Most of these poles are redundant. Two decaying exponentials with neighbouring rates are nearly the same function on $[0,\beta]$. We need a few rates whose functions $k(x,y_k)$ span all others with $0\le y\le\Lambda=\beta\omega_{\max}$ to a chosen accuracy. Here $\omega_{\max}=4\,t$ covers the largest level difference, so $\Lambda=160$. A transition above $\omega_{\max}$ would have no guarantee.

An evenly spaced set of rates would be wasteful, since $k$ varies with $y$ on a relative scale: its features in time sit near $x\sim1/y$. The candidates are therefore placed on panels whose edges double. In $x$ the edges are $0,2^{-9},2^{-8},\dots,\tfrac12$; in $y$ they are $0,2^{-8}\Lambda,\dots,\Lambda$. Sixteen Gauss points on each of the nine panels give 144 times on the half interval and, with $y=0$ added, 145 candidate rates.

## Selection by pivoted QR

Form the matrix

$$A_{ij}=\sqrt{w_i}\,k(x_i,y_j),$$

where the quadrature weights $w_i$ are doubled to account for the mirrored half. A scalar product of two columns is then the quadrature value of $\int_0^1k\,k'\,dx$. This is the scalar product $s$ that enters $\Omega_2$, so the selection measures functions in the same way as the energy does.

Column-pivoted QR proceeds greedily. It takes the column of largest norm, subtracts its direction from all others, takes the largest remainder, and so on. The diagonal element $|R_{r+1,r+1}|$ is the norm of the largest remainder after $r$ choices. Stopping when it falls below a tolerance $\epsilon$ thus leaves every candidate represented with an $L^2$ error of at most

$$d=|R_{r+1,r+1}|\le\epsilon.$$

Since $k\le1$, with equality for all $x$ only at $y=0$, the static function has the largest norm and is selected first. The $\nu=0$ terms get their own pole without special treatment.

The bound refers to the candidates. For 400 random rates between them the worst projection error stayed below $1.1\,d$ at each of the four tolerances in the table below, and a dense scan of $0\le y\le\Lambda$ puts it below $1.01\,d$.

A second pivoted QR selects times. It acts on the transposed matrix $k(x_i,y_k)$ of the chosen functions and picks $r$ rows that are as independent as the greedy rule allows. At these times one computes $\chi_0(\tau_i)$ from the Green's functions and solves the $r\times r$ system

$$\sum_kk(x_i,y_k)\,C_k=\chi_0(\tau_i)$$

for all matrix elements at once. This is collocation.

The number of poles grows slowly. At most one pole per time point can be selected, and there are $16(\lceil\log_2\Lambda\rceil+1)$ of these, so the count on these grids is bounded by a logarithm of $\Lambda$. The actual numbers are lower: for $\Lambda=10^2,10^3,10^4,10^5$ they are 11, 17, 21, 27 at $\epsilon=10^{-6}$ and 15, 25, 36, 45 at $\epsilon=10^{-10}$. A tenfold lower temperature costs 4 to 6 poles in the first case and 9 to 11 in the second, where the direct sum would need ten times as many frequencies.

## Two poles, worked by hand

With $\epsilon=0.1$ two poles survive, $\omega_0=0$ and $\omega_1=0.19344\,t$. The times are $0.00041/t$ and $19.947/t$, practically the start and the middle of the interval. From $y_1=40\times0.19344=7.7376$,

$$s(0,y_1)=\frac{2\tanh(3.8688)}{7.7376}=0.2583,\qquad s(y_1,y_1)=0.1300.$$

The traces ${\rm Tr}[vC_kvC_l]$ are $0.000483$, $-0.011412$ and $0.275510\,t^2$ for $kl=00,01,11$. The off-diagonal one counts twice:

$$0.000483-2(0.011412)(0.258255)+(0.275510)(0.129999)=0.030405\,t^2.$$

Multiplication by $-\beta/4=-10/t$ gives $\Omega_2\approx-0.304\,t$, six times the correct value. The sum over frequencies is exact for these two poles, so the whole error lies in the representation of $\chi_0$.

Its origin can be read from the times. At $\tau\approx0$ all transitions add up, and collocation forces the fit to reproduce this large value. The fit must then carry it forward with the decay time $1/\omega_1\approx5.2/t$. The transitions across the gap, which dominate at this temperature, have energies from 0.25 to $3.97\,t$ and all decay faster than that. The fitted response is too large between the two times, and $\Omega_2$ measures its square.

## Projection instead of collocation

The same two poles do much better if the coefficients come from least squares over all 144 weighted times. Write $\chi_0=P+R$, with $P$ the fit and $R$ the residual. Least squares makes each element of $R$ orthogonal to each selected function, hence to each element of $P$. The cross terms in the energy vanish:

$$\int_0^1{\rm Tr}[v\chi_0v\chi_0]dx=\int_0^1{\rm Tr}[vPvP]dx+\int_0^1{\rm Tr}[vRvR]dx,$$

and therefore

$$\Omega_2[P]-\Omega_2=\frac\beta4\int_0^1{\rm Tr}[vRvR]\,dx.$$

The interaction is positive definite, because $1/\sqrt{1+d^2}=\frac2{\sqrt\pi}\int_0^\infty e^{-(1+d^2)z^2}dz$ is a positive mixture of Gaussians in the distance $d$. The integrand is then the squared Frobenius norm of $v^{1/2}Rv^{1/2}$. The error is non-negative and quadratic in the residual.

It can also be bounded in advance. $R$ is the sum over pairs of $-w_{pq}M_{pq}M_{pq}^T$ times a remainder of norm at most $d$, and the Frobenius norm of $v^{1/2}MM^Tv^{1/2}$ is $M^TvM$. The triangle inequality gives

$$0\le\Omega_2[P]-\Omega_2\le\frac\beta4\,d^2\Big(\sum_{pq}w_{pq}M_{pq}^TvM_{pq}\Big)^2$$

for transitions on the candidate grid; the factor of at most 1.01 between grid points raises it by about 2 %. The errors in units of $t$ are:

| $\epsilon$ | $r$ | projection | collocation | bound |
|---|---|---|---|---|
| $10^{-1}$ | 2 | $1.9\times10^{-2}$ | $-2.5\times10^{-1}$ | $4.7\times10^{-1}$ |
| $10^{-2}$ | 5 | $4.3\times10^{-5}$ | $1.6\times10^{-3}$ | $1.8\times10^{-3}$ |
| $10^{-3}$ | 7 | $2.2\times10^{-7}$ | $2.5\times10^{-8}$ | $1.4\times10^{-5}$ |
| $10^{-4}$ | 9 | $1.2\times10^{-9}$ | $3.5\times10^{-6}$ | $1.1\times10^{-7}$ |

The energy identity and the bound were tested on all four rows. The bound exceeds the projection error by factors of about 25 to 90, since it assigns the largest norm $d$ to every remainder and allows no cancellation between them.

The third row looks odd: collocation beats projection there, and then gets worse with more poles. If the collocated response is $\chi_0+E$, its energy error is

$$-\frac\beta2\int_0^1{\rm Tr}[v\chi_0vE]\,dx-\frac\beta4\int_0^1{\rm Tr}[vEvE]\,dx.$$

The first term is linear in $E$ and can have either sign. The second is negative, and its magnitude is at least the projection error $2.2\times10^{-7}\,t$, because projection minimizes this very norm. A total of $+2.5\times10^{-8}\,t$ thus requires a linear term of at least $+2.4\times10^{-7}\,t$. The two terms are in fact $+7.2\times10^{-7}\,t$ and $-6.9\times10^{-7}\,t$. The small error is a cancellation and says nothing about the quality of the fit; with 20 Gauss points per panel the same tolerance again gives 7 poles but a collocation error of $5\times10^{-6}\,t$. Agreement at a single tolerance is no proof of convergence for collocation.

The choice is one of cost. Projection needs $\chi_0$ at 144 times here, collocation at $r$. Since a tighter tolerance adds few poles, collocation with small $\epsilon$ is the economical form: at $\epsilon=10^{-10}$ it uses 18 poles and 18 times. Projection pays when few poles must suffice, for instance when the matrices $C_k$ are large and have to be stored.

## The cold limit and the rest of the series

For a gapped system at $\beta\to\infty$, $w_{pq}\to1$ if one level is occupied and the other empty, and 0 otherwise. Each pair of an occupied $i$ and an empty $a$ occurs in two orders, so $\chi_0\to-2\sum_{ia}M_{ia}M_{ia}^Tk$. Both hyperbolic tangents tend to 1, and

$$s\to\frac{2(y-y')}{y^2-y'^2}=\frac2{y+y'}=\frac2{\beta(\Delta_{ia}+\Delta_{jb})},$$

with $\Delta_{ia}=\varepsilon_a-\varepsilon_i$. Writing $(ia|jb)=M_{ia}^TvM_{jb}$,

$$\Omega_2\to-\frac\beta4\sum_{iajb}4(ia|jb)^2\frac{2}{\beta(\Delta_{ia}+\Delta_{jb})}=-2\sum_{iajb}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}},$$

the direct second-order energy of a closed shell. At $\beta=400/t$ the representation has 28 poles, and both sides give $-0.04948\,t$, equal to all ten decimals in the numerical output. This confirms the prefactor and the spin factors by a route without frequencies. The value at $\beta=40/t$ is lower by $0.00008\,t$; the static terms account for $-0.00011\,t$, so the other thermal changes raise it by about $0.00003\,t$.

Whether $\Omega_2$ is a useful approximation is a separate question. The eigenvalues $\lambda$ of $-v\chi_0$ are non-negative, and they are largest at $\nu=0$ because every $\hat k_m$ is. The maximum is 0.616, so the logarithmic series converges. For $\lambda\ge0$ one has $\ln(1+\lambda)-\lambda\ge-\lambda^2/2$, so second order must overshoot. The full ring sum is $-0.0437\,t$, and $\Omega_2$ exceeds it in magnitude by 13 %. This truncation error in $v$ dwarfs that of the 18 poles.

The closed pair sum belongs to the quadratic term; the logarithm still needs a frequency sum. The poles help there too, through $\chi_0(i\nu_m)=\beta\sum_kC_k\hat k_m(y_k)$, which for $m=0$ to 2000 reproduces the directly computed response within $5\times10^{-11}/t$. One can then sum the remainder $\ln(1-v\chi_0)+v\chi_0+\tfrac12(v\chi_0)^2$ over a limited number of low frequencies, because its trace falls as $\nu^{-6}$ at large $\nu$, and add $\Omega_2$ in closed form.

## Computed values

```
sites 24, hopping 1.0 t, beta 40.0 1/t, v0 0.5 t
omega_max 4.0 t, Lam 160
largest level difference 3.9685 t
gap 0.2512 t
occupation of lowest level above mu 0.00654
SMALL DLR (tolerance 0.1, collocation), rank 2
 poles omega_k (t): [0.      0.19344]
 times tau_k (1/t): [4.1000e-04 1.9947e+01]
 Tr[v C_k v C_l] (t^2), row by row:
       0.000483    -0.011412
      -0.011412     0.275510
 s(y_k,y_l), row by row:
       1.000000     0.258255
       0.258255     0.129999
 Omega2 from this sum -0.304052 t
tol | rank | dropped R | proj err (t) | colloc err (t) | bound (t)
 1e-01   2 9.61e-02 1.90e-02 -2.54e-01 4.73e-01
 1e-02   5 5.85e-03 4.30e-05 +1.55e-03 1.76e-03
 1e-03   7 5.24e-04 2.21e-07 +2.48e-08 1.41e-05
 1e-04   9 4.56e-05 1.20e-09 +3.45e-06 1.07e-07
ACCURATE DLR (tolerance 1e-10), rank 18
 Omega2 DLR             -0.0495598433 t
 Omega2 explicit sum    -0.0495598433 t
 relative difference    3.7e-12
 max error chi0(i nu_m) 4.4e-11 1/t, m = 0..2000
explicit frequencies m>=0 for rel. error 1e-6: 805
change of Omega2 due to static p=q terms -0.000106 t
largest eigenvalue of -v chi0(0) 0.6162
full ring sum -0.043683 t
COLD beta 400.0 1/t, rank 28
 Omega2 DLR -0.0494843117 t
 direct second-order energy -0.0494843117 t
number of poles for Lam = 1e2, 1e3, 1e4, 1e5:
 tolerance 1e-06: [11, 17, 21, 27]
 tolerance 1e-10: [15, 25, 36, 45]
```
